**Capacitance of a Child sheath: quasistatic and frozen ions**

For a collisionless Child sheath at fixed ion current density $J$, the wall-charge capacitance per area is $C=dQ/dV=\epsilon_0/(3s)$. Here $Q$ is the magnitude of wall charge per area, $V$ the sheath voltage and $s$ the sheath thickness. The program integrates Poisson's equation numerically and asserts the Child thickness, wall field, ion transit time and differential capacitance. It also asserts that varying $J$ to hold $s$ fixed gives $4\epsilon_0/(3s)$, and that two frozen ion profiles give $\epsilon_0/s$ although their thickness changes. A further test compares the capacitance with Boltzmann electrons and Bohm entry against quadrature and finite differences. For the 200 V example, the output gives $s=2.38$ mm and $C=0.124\ \mathrm{pF/cm^2}$, against a parallel-plate value of $0.372\ \mathrm{pF/cm^2}$. Electrons and finite entry speed together raise $C$ by 9%. In the low-frequency limit, the current from an edge sweeping through plasma exceeds the wall displacement current by a factor of 11.5 in this example, so $C$ alone is not the terminal admittance.

## Numerical verification

```python
# Result under test: a collisionless Child sheath with fixed ion current J has
# quasistatic wall-charge capacitance C = dQ/dV = epsilon0/(3 s) per area.
# V: sheath voltage; s: thickness; Q = epsilon0*E: wall-charge magnitude;
# E: wall field; M: ion mass; Te: electron temperature in volts;
# ns: edge density; uB: Bohm speed; tau: ion transit time.
# Frozen ions instead give epsilon0/s, although that sheath also thickens.
# All calculations use SI; printed values use the units in their labels.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid
from scipy.optimize import brentq

eps0, e = const.epsilon_0, const.e
mass_u, ns, Te, V = 40.0, 1e16, 3.0, 200.0
M = mass_u * const.atomic_mass
uB = np.sqrt(e * Te / M)
J = e * ns * uB
tiny_entry = 1e-8  # entry energy in eV, regularizes the cold sheath edge


def ion_speed(potential, entry):
    return np.sqrt(2 * e * (potential + entry) / M)


def solve_sheath(voltage, current, entry=tiny_entry):
    """Integrate Poisson's equation from edge to wall, with transit time."""
    def rhs(x, state):
        speed = ion_speed(max(state[0], 0.0), entry)
        return [state[1], current / (eps0 * speed), 1 / speed]

    def wall(x, state):
        return state[0] - voltage
    wall.terminal = True
    wall.direction = 1
    result = solve_ivp(rhs, (0, 0.1), [0.0, 0.0, 0.0], method="DOP853",
                       events=wall, dense_output=True, rtol=1e-10,
                       atol=[1e-13, 1e-8, 1e-18])
    assert result.success and len(result.t_events[0]) == 1
    thickness = result.t_events[0][0]
    field, transit = result.y_events[0][0][1:]
    return thickness, field, transit, result.sol


def child_thickness(voltage):
    return np.sqrt(4 * eps0 / (9 * J) * np.sqrt(2 * e / M)) * voltage**0.75


def close(value, reference, tolerance):
    assert abs(value / reference - 1) < tolerance, (value, reference)


# Child profile, wall field and transit time against the Poisson solution.
for test_voltage in (50.0, V, 600.0):
    thick, field, transit, _ = solve_sheath(test_voltage, J)
    s_formula = child_thickness(test_voltage)
    close(thick, s_formula, 2e-4)
    close(field, 4 * test_voltage / (3 * s_formula), 1e-4)
    close(transit, 3 * s_formula / ion_speed(test_voltage, 0), 2e-4)

s = child_thickness(V)
E = 4 * V / (3 * s)
Q = eps0 * E
C = eps0 / (3 * s)
C_plate = eps0 / s
tau = 3 * s / ion_speed(V, 0)

# Differential capacitance from two independent solutions at fixed current.
dV = 0.01 * V
low = solve_sheath(V - dV, J)
high = solve_sheath(V + dV, J)
C_numeric = eps0 * (high[1] - low[1]) / (2 * dV)
close(C_numeric, C, 2e-4)
ds_dV = (high[0] - low[0]) / (2 * dV)
sweep_C = e * ns * ds_dV
close(sweep_C / C_numeric, np.sqrt(2 * V / Te), 5e-4)

# Hold thickness fixed by changing current: a different differential response.
s_numeric = solve_sheath(V, J)[0]
fixed_fields = []
for voltage in (V - dV, V + dV):
    fixed_J = brentq(lambda trial: solve_sheath(voltage, trial)[0] - s_numeric,
                     0.95 * J, 1.05 * J, xtol=1e-11, rtol=1e-11)
    fixed_fields.append(solve_sheath(voltage, fixed_J)[1])
C_fixed_s = eps0 * (fixed_fields[1] - fixed_fields[0]) / (2 * dV)
close(C_fixed_s, 4 * eps0 / (3 * s), 5e-4)


def frozen_response(density, edge, wall):
    """Net charge and voltage when ions stay put and electrons end at edge."""
    position = np.linspace(edge, wall, 40001)
    field = cumulative_trapezoid(density(position) / eps0, position, initial=0)
    return eps0 * field[-1], np.trapezoid(field, position) if hasattr(
        np, "trapezoid") else np.trapz(field, position)


# Freeze both a Bohm-entry ion profile and a uniform ion layer.
s_bohm, _, _, profile = solve_sheath(V, J, Te / 2)


def bohm_density(position):
    potential = profile(np.clip(position, 0, s_bohm))[0]
    return J / ion_speed(np.maximum(potential, 0), Te / 2)


def uniform_density(position):
    return e * ns * np.ones_like(position)


frozen_ratios = []
for density in (bohm_density, uniform_density):
    shift = 0.01 * s_bohm
    thick_state = frozen_response(density, -shift, s_bohm)
    thin_state = frozen_response(density, shift, s_bohm)
    C_frozen = (thick_state[0] - thin_state[0]) / (thick_state[1] - thin_state[1])
    frozen_ratios.append(C_frozen * s_bohm / eps0)
    close(C_frozen, eps0 / s_bohm, 1e-3)
bohm_low = solve_sheath(V - dV, J, Te / 2)
bohm_high = solve_sheath(V + dV, J, Te / 2)
bohm_ratio = s_bohm * (bohm_high[1] - bohm_low[1]) / (2 * dV)
assert bohm_ratio < 0.5

# Slow voltage rise: ion density falls at every sampled fixed wall distance.
V_new = 220.0
old = solve_sheath(V, J)
new = solve_sheath(V_new, J)
wall_distance = np.linspace(0, 0.98 * old[0], 200)
old_density = J / ion_speed(old[3](old[0] - wall_distance)[0], tiny_entry)
new_density = J / ion_speed(new[3](new[0] - wall_distance)[0], tiny_entry)
assert np.all(new_density < old_density)
dQ_actual = eps0 * (new[1] - old[1])
wall_density_change = new_density[0] / old_density[0] - 1

# Include Boltzmann electrons and Bohm entry, with zero field in the plasma.
debye = np.sqrt(eps0 * Te / (e * ns))


def full_field_quadrature(voltage):
    eta = voltage / Te
    def net_density(u):
        return 1 / np.sqrt(1 + 2 * u) - np.exp(-u)
    split = min(eta, 40.0)
    area = quad(net_density, 0, split, epsabs=1e-12, epsrel=1e-12)[0]
    if eta > split:
        area += quad(net_density, split, eta, epsabs=1e-11, epsrel=1e-12)[0]
    return Te / debye * np.sqrt(2 * area)


def full_field(voltage):
    eta = voltage / Te
    return Te / debye * np.sqrt(2 * (np.sqrt(1 + 2 * eta) + np.exp(-eta) - 2))


def full_capacitance(voltage):
    eta = voltage / Te
    charge = 1 / np.sqrt(1 + 2 * eta) - np.exp(-eta)
    return eps0 * Te * charge / (debye**2 * full_field(voltage))


for voltage in (20.0, V, 20000.0):
    step = 0.001 * voltage
    difference = full_field_quadrature(voltage + step) - full_field_quadrature(voltage - step)
    close(full_field(voltage), full_field_quadrature(voltage), 1e-8)
    close(full_capacitance(voltage), eps0 * difference / (2 * step), 1e-5)
C_full = full_capacitance(V)
large_V = 20000.0
root = np.sqrt(2 * large_V / Te)
large_ratio = full_capacitance(large_V) * 3 * child_thickness(large_V) / eps0
assert abs((large_ratio - 1) * root - 1) < 0.05

# Size of neglected effects; the two cross sections are rough model inputs.
pressure_mTorr, gas_T = 2.0, 300.0
ion_cross_section, ionization_cross_section = 1e-18, 3e-20
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
mean_free_path = 1 / (gas_density * ion_cross_section)
collision_probability = 1 - np.exp(-s / mean_free_path)
ionization_probability = 1 - np.exp(-s * gas_density * ionization_cross_section)
electron_speed = np.sqrt(8 * e * Te / (np.pi * const.m_e))
electron_ratio = electron_speed * np.exp(-V / Te) / (4 * uB)
slow_f, fast_f, modulation = 50e3, 13.56e6, 10.0
omega = 2 * np.pi * slow_f
wafer_diameter = 0.300
wafer_C = C * np.pi * wafer_diameter**2 / 4


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Ion mass", mass_u, "u")
show("Edge density", ns * 1e-6, "cm^-3")
show("Electron temperature", Te, "eV")
show("Sheath voltage", V, "V")
show("Bohm speed", uB * 1e-3, "km/s")
show("Ion current density J", J * 0.1, "mA/cm^2")
show("Debye length", debye * 1e3, "mm")
show("Child thickness s", s * 1e3, "mm")
show("Wall field", E * 1e-5, "kV/cm")
show("Wall charge Q", Q * 1e8, "pC/cm^2")
show("C = epsilon0/(3s)", C * 1e8, "pF/cm^2")
show("C, converted", C * 1e9, "nF/m^2")
show("C from Poisson solutions", C_numeric * 1e8, "pF/cm^2")
show("Parallel-plate epsilon0/s", C_plate * 1e8, "pF/cm^2")
show("Fixed-thickness C, J varied", C_fixed_s * 1e8, "pF/cm^2")
show("Wafer diameter", wafer_diameter * 1e3, "mm")
show("Wafer sheath capacitance", wafer_C * 1e12, "pF")
show("Raised voltage", V_new, "V")
show("Thickness at raised voltage", new[0] * 1e3, "mm")
show("Actual added charge", dQ_actual * 1e8, "pC/cm^2")
show("Added charge from C dV", C * (V_new - V) * 1e8, "pC/cm^2")
show("Added charge from epsilon0 dV/s", C_plate * (V_new - V) * 1e8, "pC/cm^2")
show("Wall ion density change", 100 * wall_density_change, "%")
show("Frozen Bohm-profile s*C/epsilon0", frozen_ratios[0])
show("Frozen uniform-layer s*C/epsilon0", frozen_ratios[1])
show("Quasistatic Bohm-entry s*C/epsilon0, no electrons", bohm_ratio)
show("C with Boltzmann electrons and Bohm entry", C_full * 1e8, "pF/cm^2")
show("Its ratio to Child C", C_full / C)
show("Ion transit time", tau * 1e6, "us")
show("Slow drive frequency", slow_f * 1e-3, "kHz")
show("omega*tau at slow drive", omega * tau)
show("Fast drive frequency", fast_f * 1e-6, "MHz")
show("omega*tau at fast drive", 2 * np.pi * fast_f * tau)
show("Slow modulation amplitude", modulation, "V")
show("Slow edge-speed amplitude / uB", omega * ds_dV * modulation / uB)
show("Wall displacement-current amplitude", omega * C * modulation * 100, "uA/cm^2")
show("Edge-sweep current amplitude", omega * sweep_C * modulation * 100, "uA/cm^2")
show("Edge-sweep coefficient / C", sweep_C / C_numeric)
show("Gas pressure", pressure_mTorr, "mTorr")
show("Gas temperature", gas_T, "K")
show("Rough ion-collision cross section", ion_cross_section * 1e4, "cm^2")
show("Ion mean free path", mean_free_path * 1e3, "mm")
show("Ion collision probability in sheath", 100 * collision_probability, "%")
show("Rough ionization cross section", ionization_cross_section * 1e4, "cm^2")
show("Secondary-electron ionization probability", 100 * ionization_probability, "%")
show("Electron / ion current at wall", electron_ratio)
print("verified")
```

Printed output:

```
Ion mass: 40 u
Edge density: 1e+10 cm^-3
Electron temperature: 3 eV
Sheath voltage: 200 V
Bohm speed: 2.69 km/s
Ion current density J: 0.431 mA/cm^2
Debye length: 0.1288 mm
Child thickness s: 2.382 mm
Wall field: 1.12 kV/cm
Wall charge Q: 99.14 pC/cm^2
C = epsilon0/(3s): 0.1239 pF/cm^2
C, converted: 1.239 nF/m^2
C from Poisson solutions: 0.1239 pF/cm^2
Parallel-plate epsilon0/s: 0.3718 pF/cm^2
Fixed-thickness C, J varied: 0.4957 pF/cm^2
Wafer diameter: 300 mm
Wafer sheath capacitance: 87.6 pF
Raised voltage: 220 V
Thickness at raised voltage: 2.558 mm
Actual added charge: 2.391 pC/cm^2
Added charge from C dV: 2.478 pC/cm^2
Added charge from epsilon0 dV/s: 7.435 pC/cm^2
Wall ion density change: -4.654 %
Frozen Bohm-profile s*C/epsilon0: 1
Frozen uniform-layer s*C/epsilon0: 1
Quasistatic Bohm-entry s*C/epsilon0, no electrons: 0.3909
C with Boltzmann electrons and Bohm entry: 0.1355 pF/cm^2
Its ratio to Child C: 1.093
Ion transit time: 0.23 us
Slow drive frequency: 50 kHz
omega*tau at slow drive: 0.07226
Fast drive frequency: 13.56 MHz
omega*tau at fast drive: 19.6
Slow modulation amplitude: 10 V
Slow edge-speed amplitude / uB: 0.01043
Wall displacement-current amplitude: 0.3893 uA/cm^2
Edge-sweep current amplitude: 4.495 uA/cm^2
Edge-sweep coefficient / C: 11.55
Gas pressure: 2 mTorr
Gas temperature: 300 K
Rough ion-collision cross section: 1e-14 cm^2
Ion mean free path: 15.53 mm
Ion collision probability in sheath: 14.21 %
Rough ionization cross section: 3e-16 cm^2
Secondary-electron ionization probability: 0.4589 %
Electron / ion current at wall: 1.2e-27
verified
```
